\section*{Bond current in a nonorthogonal localized basis}

Take one electron state at the Fermi level, incident from a metal on a Schottky barrier, and expand it in localized functions that overlap. If the current between neighbouring functions is computed as for an orthogonal basis, from the Hamiltonian and the density matrix alone, with energies counted from a zero 5 eV above the Fermi level, the contact treated below gives 1.18 times the transmitted current in the metal and 1.07 times in the silicon. The state is stationary and the contact has one path, so the two must be equal. These numbers also change when the zero of energy is moved. What is missing is a term in the overlap matrix, weighted with energy, and the continuity equation leads to it.

Let $|i\rangle$ be localized functions that do not move, with overlap $S_{ij}=\langle i|j\rangle$, Hermitian, positive definite and constant in time. The one-electron Hamiltonian, possibly a mean-field one, has the Hermitian matrix $H_{ij}=\langle i|H|j\rangle$, which may depend on time. Inserting $\psi_n=\sum_j c_{jn}|j\rangle$ into the Schr\"odinger equation and projecting on $\langle i|$ gives
\begin{equation}
i\hbar S\dot c_n=Hc_n .
\end{equation}
With fixed occupations $f_n$ the density matrix is $\rho=\sum_n f_n c_nc_n^\dagger$, and the particle number is $\mathrm{Tr}(\rho S)$. A local current needs a local population. I use Mulliken's,
\begin{equation}
q_i=\mathrm{Re}(\rho S)_{ii}=\sum_j\mathrm{Re}(\rho_{ij}S_{ji}),
\end{equation}
which shares each overlap charge equally between its two functions and sums to the particle number.

Since $\dot c_n=S^{-1}Hc_n/(i\hbar)$ and $\dot c_n^\dagger=-c_n^\dagger HS^{-1}/(i\hbar)$,
\begin{equation}
i\hbar\dot\rho=X-X^\dagger,\qquad X=S^{-1}H\rho,\qquad X^\dagger=\rho HS^{-1}.
\label{eom}
\end{equation}
Multiplying by $S$ from the right and using $X^\dagger S=\rho H$, together with $\mathrm{Re}(z/i)=\mathrm{Im}\,z$, gives
\begin{equation}
\hbar\dot q_i=\mathrm{Im}\big[(XS)_{ii}-(\rho H)_{ii}\big].
\label{rate}
\end{equation}
It is tempting to read the term $\mathrm{Im}(X_{ij}S_{ji}-\rho_{ij}H_{ji})/\hbar$ as the current from $j$ to $i$. The sum over $j$ is right, but what $i$ gains from $j$ must be what $j$ loses to $i$, and in general this fails. A Hermitian $X$ would guarantee it, but by (\ref{eom}) $X$ is Hermitian only if $\dot\rho=0$, and even then the term is only half of the current found below. The cure is to split $X$ into its Hermitian and anti-Hermitian parts,
\begin{equation}
X=W+\tfrac12(X-X^\dagger)=W+\frac{i\hbar}{2}\dot\rho,\qquad
W=\tfrac12\left(S^{-1}H\rho+\rho HS^{-1}\right).
\label{W}
\end{equation}
The second part contributes $\mathrm{Im}\,[\tfrac{i\hbar}{2}(\dot\rho S)_{ii}]=\tfrac{\hbar}{2}\mathrm{Re}(\dot\rho S)_{ii}=\tfrac{\hbar}{2}\dot q_i$ to (\ref{rate}). It is half of the left side. Moving it there leaves
\begin{equation}
\tfrac{\hbar}{2}\dot q_i=\sum_j\mathrm{Im}\big[W_{ij}S_{ji}-\rho_{ij}H_{ji}\big].
\end{equation}
All four matrices are Hermitian, so $W_{ij}S_{ji}=(S_{ij}W_{ji})^*$ and $\rho_{ij}H_{ji}=(H_{ij}\rho_{ji})^*$. Complex conjugation reverses the sign of an imaginary part, and therefore
\begin{equation}
\dot q_i=\sum_jJ_{i\leftarrow j},\qquad
J_{i\leftarrow j}=\frac{2}{\hbar}\,\mathrm{Im}\big[H_{ij}\rho_{ji}-S_{ij}W_{ji}\big].
\label{J}
\end{equation}
The same conjugation gives $J_{i\leftarrow j}=-J_{j\leftarrow i}$ and $J_{i\leftarrow i}=0$. This is a particle current; the electric current has a further factor $-e$. Two functions are joined by a bond if either $H_{ij}$ or $S_{ij}$ is nonzero. For $S=1$ the second term vanishes for $i\neq j$ and the orthogonal formula returns.

Equation (\ref{J}) holds for nonstationary states and driven Hamiltonians. A test with six orbitals, random complex matrices, a time-dependent $H$ and a density matrix built from two random vectors gives, with $\hbar=1$, a population rate on the first orbital of $0.727826$ by finite differences in time. The bond currents (\ref{J}) sum to $0.727826$, the $H$ terms alone to $0.867040$.

If each $c_n$ is an eigenvector, $Hc_n=E_nSc_n$, then $S^{-1}H\rho=\sum_nf_nE_nc_nc_n^\dagger$ is already Hermitian, and
\begin{equation}
W=\sum_nf_nE_n\,c_nc_n^\dagger ,
\end{equation}
the energy-weighted density matrix. A state of energy $E$ then carries
\begin{equation}
J_{i\leftarrow j}=\frac2\hbar\,\mathrm{Im}\big[K_{ij}\rho_{ji}\big],\qquad K=H-ES .
\label{single}
\end{equation}

The overlap term also removes the dependence on the energy zero. Adding a constant $u$ to the potential changes $H$ to $H+uS$ and, by (\ref{W}), $W$ to $W+u\rho$. The two changes in (\ref{J}), $uS_{ij}\rho_{ji}$ and $-S_{ij}u\rho_{ji}$, cancel. The $H$ term alone changes by $(2u/\hbar)\,\mathrm{Im}(S_{ij}\rho_{ji})$. For a single state one could choose the zero at $E$ itself, and the $H$ term would then be correct, but no single choice serves a range of energies.

A uniform chain shows that (\ref{single}) has the right magnitude. Let the diagonal elements be $h_0,s_0$, the nearest-neighbour elements $h_1,s_1$, all real, and the spacing $a$. On a ring of $N$ sites $c_j=e^{ikaj}/\sqrt{ND}$ with $D=s_0+2s_1\cos ka$, and the eigenvalue obeys $ED=h_0+2h_1\cos ka$. Differentiating this relation,
\begin{equation}
\frac{dE}{dk}D-2Es_1a\sin ka=-2h_1a\sin ka
\;\Rightarrow\;
\frac{dE}{dk}=-\frac{2a(h_1-Es_1)\sin ka}{D}.
\end{equation}
For the bond from $j$ to $j+1$, $\rho_{j,j+1}=c_jc_{j+1}^*=e^{-ika}/(ND)$, so
\begin{equation}
J_{j+1\leftarrow j}=-\frac{2(h_1-Es_1)\sin ka}{\hbar ND}=\frac{1}{Na}\,\frac1\hbar\frac{dE}{dk},
\end{equation}
the group velocity divided by the length of the ring, as it must be for one particle. With $h_1$ alone the velocity would be wrong wherever $Es_1\sin ka\neq0$.

Continuity does not determine bond currents uniquely. A current circulating round a closed loop of bonds can be added without changing any $\dot q_i$. For stationary states a second physical requirement selects (\ref{J}): the current on a bond should be the response of the energy to a phase on that bond, as for a magnetic flux. Multiply $H_{ij}$ and $S_{ij}$ by $e^{i\theta}$, and $H_{ji}$ and $S_{ji}$ by $e^{-i\theta}$. Differentiate $Hc=ESc$ with respect to $\theta$ and multiply by $c^\dagger$ from the left. The terms with $\partial c/\partial\theta$ vanish because $c^\dagger(H-ES)=0$, and with $c^\dagger Sc=1$, at $\theta=0$,
\begin{equation}
\frac{\partial E}{\partial\theta}=iK_{ij}c_i^*c_j-iK_{ji}c_j^*c_i
=-2\,\mathrm{Im}\big[K_{ij}c_jc_i^*\big]=-\hbar J_{i\leftarrow j}.
\end{equation}
The overlap must carry the phase as well, and this is where its term in the current comes from. With the three lowest states of the undriven six-orbital system filled, formula (\ref{J}) gives $-0.116570$ for the current from the second orbital to the first, and minus the numerical slope of the summed energies is $-0.116570$.

The populations are a matter of choice too. L\"owdin's, $(S^{1/2}\rho S^{1/2})_{ii}$, have the same total, but in the driven system the rate on the first orbital is $0.711566$ instead of $0.727826$. Equation (\ref{J}) belongs to Mulliken's partition, and a single bond current should be read with that in mind.

For a contact between two leads we need the state fed by one of them. Let each lead be a uniform chain with real elements $K_{jj}=\alpha$ and $K_{j,j\pm1}=\beta<0$ at energy $E$. The equation $\alpha\psi_j+\beta(\psi_{j-1}+\psi_{j+1})=0$ has solutions $\lambda^{\pm j}$ with $\lambda=e^{ika}$ and $\alpha=-2\beta\cos ka$; for $\beta<0$ and $0<ka<\pi$ the wave $\lambda^j$ moves to the right. The device begins at site 0, itself still uniform, and to its left $\psi_j=I\lambda^j+R\lambda^{-j}$. Then
\begin{equation}
\psi_{-1}=I\lambda^{-1}+R\lambda=\lambda\psi_0+I(\lambda^{-1}-\lambda).
\end{equation}
Inserting this in the equation for site 0 eliminates the lead,
\begin{equation}
-\sum_{j\ge0}K_{0j}\psi_j-\beta\lambda\psi_0=\beta I(\lambda^{-1}-\lambda)=-2i\beta I\sin ka=i\Gamma_LI,
\end{equation}
with the self-energy $\Sigma_L=\beta\lambda$ and $\Gamma_L=-2\,\mathrm{Im}\,\Sigma_L=-2\beta\sin ka>0$. The right lead holds only an outgoing wave and adds $\Sigma_R$ at the last site $M$ in the same way, without a source. With $G=(ES-H-\Sigma)^{-1}$, where $\Sigma$ contains both self-energies, the solution is $\psi_i=i\Gamma_LI\,G_{i0}$.

By (\ref{single}) the incident wave carries $\hbar J=2\,\mathrm{Im}[\beta|I|^2e^{-ika}]=\Gamma_L|I|^2$. Setting this to one, $|I|^2=1/\Gamma_L$, gives
\begin{equation}
\psi_i\psi_j^*=G_{i0}\Gamma_LG_{j0}^*=(G\Gamma_LG^\dagger)_{ij}\equiv A_{ij},
\end{equation}
where in the matrix product $\Gamma_L$ has its one nonzero element at site 0. The transmission carried by a bond is therefore
\begin{equation}
T_{i\leftarrow j}(E)=2\,\mathrm{Im}\big[(H_{ij}-ES_{ij})A_{ji}\big].
\label{T}
\end{equation}
A filled lead sends in a particle current $v\,dk/2\pi=dE/h$ per spin, so the bond carries $T_{i\leftarrow j}\,dE/h$. At a site without self-energy $\sum_jK_{ij}\psi_j=0$. Multiplying by $\psi_i^*$ and taking the imaginary part gives $\sum_jT_{i\leftarrow j}=0$, which is Kirchhoff's law. The current leaving site $M$ for the right lead, where $\psi_{M+1}=\lambda_R\psi_M$, is
\begin{equation}
T=2\,\mathrm{Im}\big[\beta_R\lambda_R^*\big]|\psi_M|^2=\Gamma_R|\psi_M|^2=\Gamma_L\Gamma_R|G_{M0}|^2 .
\end{equation}
Adding Kirchhoff's law over all sites to the right of a cut, where internal bonds cancel in pairs, shows that every cut through the device carries this same $T$. In a test on a network with six fully connected sites between two chains, $T=0.689987$ and all cuts agree with it. The largest imbalance at an interior site is $3\times10^{-16}$; with the $H$ term alone it is $0.15$. Inelastic self-energies on interior sites would act as further terminals, and Kirchhoff's law would then have to include their currents.

The metal--semiconductor contact uses a basis in which the overlap is not a parameter. The functions are hats: they equal one at their own node, fall linearly to zero at the two neighbours, and are spaced by $a$. With $t$ the fractional position in an element,
\begin{equation}
S_{j,j+1}=a\int_0^1(1-t)\,t\,dt=\frac a6,\qquad S_{jj}=2a\int_0^1t^2dt=\frac{2a}{3},
\end{equation}
a ratio of $0.25$. The slopes of the two hats in the shared element are $\mp1/a$, so for mass $m$ and constant potential $V$
\begin{equation}
H_{j,j+1}=-\frac{\hbar^2}{2ma}+\frac{Va}{6}.
\end{equation}
The functions are not normalized, and these elements have the unit eV\,nm.

The parameters are rough values for a metal silicide on heavily doped $n$-type silicon: barrier $\phi_B=0.70$ eV, doping $N=10^{20}$ cm$^{-3}$, relative permittivity $11.7$, 300 K. Silicon has six valleys, first taken as isotropic with the geometric mean mass $0.321\,m_0$ of $0.92$, $0.19$ and $0.19\,m_0$. Filling them with $N$ electrons puts the Fermi level $\zeta=0.065$ eV above the bulk band edge. Energies are counted from the Fermi level. A uniform donor charge over a depletion width $w$ gives, by Poisson's equation with zero field at $x=w$,
\begin{equation}
V(x)=-\zeta+(\phi_B+\zeta)\Big(1-\frac xw\Big)^2,\qquad w=\sqrt{\frac{2\epsilon(\phi_B+\zeta)}{e^2N}}=3.15\ \mathrm{nm}.
\end{equation}
The metal at $x<0$ is a free-electron band of mass $m_0$ and depth 5 eV.

At the Fermi level the transmission is $4.16\times10^{-3}$ for $a=0.1$ nm, $4.11\times10^{-3}$ for $0.05$ nm and $4.09\times10^{-3}$ for $0.025$ nm. Direct integration of the Schr\"odinger equation, without a basis, gives $4.09\times10^{-3}$. Now put the energy zero 5 eV above the Fermi level, so that $E=-5$ eV and $ES_{j,j+1}=-5\times0.1/6=-0.0833$ eV\,nm for $a=0.1$ nm. The matrices are real and each site has one neighbour on either side, so the $H$ term alone exceeds the full current by the factor $H_{j,j+1}/(H_{j,j+1}-ES_{j,j+1})$:
\begin{align}
\text{metal:}&\quad 0.5477/(0.5477-0.0833)=1.179,\\
\text{barrier, } x=0.45\ \mathrm{nm}:&\quad 1.2603/(1.2603-0.0833)=1.071,\\
\text{bulk silicon:}&\quad 1.2697/(1.2697-0.0833)=1.070 .
\end{align}
The full formula gives $1.00000$ on all three bonds. The error is largest in the metal because the heavier mass makes the kinetic part of $H_{j,j+1}$ smaller while the overlap stays the same.

Conservation in the basis is not the same as accuracy in space. Inside an element $\psi$ is linear, $\psi'=(\psi_{j+1}-\psi_j)/a$, and $\mathrm{Im}(\psi^*\psi')=\mathrm{Im}(\psi_j^*\psi_{j+1})/a$ at every point of it. Comparing the flux $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$ with (\ref{single}) gives
\begin{equation}
\frac{\text{real-space flux}}{\text{bond current}}=\frac{\hbar^2/2ma}{\hbar^2/2ma-(V-E)a/6}
=\left[1-\frac{(V-E)\,ma^2}{3\hbar^2}\right]^{-1}.
\end{equation}
In the metal $V-E=-5$ eV, the numerator is $\hbar^2/2ma=0.381$ eV\,nm and the denominator is $0.381+0.083=0.464$ eV\,nm. The ratio is $0.82$, an error of 18\,\%. It falls to 5.2\,\% and 1.35\,\% as $a$ is halved twice, approaching the $a^2$ law. The bond current is uniform at each of these spacings, so its uniformity says nothing about whether the basis is good enough.

For the contact resistivity, transverse motion has to be added. Assume that $T$ depends only on the longitudinal energy $E$. The in-plane states of one valley, with density-of-states mass $m_v$, have density $m_v/2\pi\hbar^2$ per spin and transverse energy $\varepsilon$. A small voltage $U$ shifts one Fermi function by $eU$, and
\begin{equation}
\int_0^\infty d\varepsilon\left[-\frac{\partial f(E+\varepsilon)}{\partial E}\right]=f(E),\qquad f(E)=\frac{1}{1+e^{E/k_BT_0}},
\end{equation}
with $T_0$ the temperature. With two spins, $2e^2/h$ times $m_v/2\pi\hbar^2$ is $e^2m_v/2\pi^2\hbar^3$, so
\begin{equation}
\frac1{\rho_c}=\sum_v\frac{e^2m_v}{2\pi^2\hbar^3}\int_{-\zeta}^\infty T_v(E)f(E)\,dE .
\end{equation}
For $a=0.1$ nm this gives $\rho_c=1.39\times10^{-7}\ \Omega\,$cm$^2$, or $14\ \Omega\,\mu$m$^2$; the continuum value is $1.42\times10^{-7}\ \Omega\,$cm$^2$ on the same energy grid and $1.41\times10^{-7}\ \Omega\,$cm$^2$ with a converged energy integral. The conductance has a mean longitudinal energy of $0.016$ eV, far below the barrier top at $0.70$ eV, and the share carried above the top is zero to the four decimals of a percent printed. In this model the contact conducts by tunnelling near the Fermi level.

Good silicide contacts to heavily doped silicon reach $10^{-8}\ \Omega\,$cm$^2$ and below, the lowest values at doping above that used here, so the model value is on the high side. A barrier lower than 0.7 eV would reduce it. The neglected effects can be sized one at a time, with the other settings and $a=0.1$ nm held. The image force, with its divergence at the interface cut off at the bottom of the metal band, lowers the barrier top to $0.46$ eV and the resistivity to $6.2\times10^{-8}\ \Omega\,$cm$^2$; mesh and choice of cutoff move this value between about $6$ and $7\times10^{-8}\ \Omega\,$cm$^2$, so it is a factor of about two. Anisotropic valleys on a (100) face, two with mass $0.92\,m_0$ across the barrier and four with $0.19\,m_0$, give $3.5\times10^{-8}\ \Omega\,$cm$^2$, provided the metal has states at their in-plane wave vectors. This is the largest shift, a factor of four. Two-band tunnelling, in which the decay constant is multiplied by $\sqrt{1-(V-E)/E_g}$ with gap $E_g=1.12$ eV, raises the Fermi-level transmission by a factor of $3.3$ in the WKB estimate. These three all lower $\rho_c$, but they were not computed together and their factors need not multiply. Operation at 400 K lowers $\rho_c$ by 20\,\%. A metal band 10 eV deep raises it by 16\,\% on this mesh, which resolves the shorter wavelength in the deeper band less well; the continuum figure is 23\,\%.

Two assumptions are weak, and the effect of the first on $\rho_c$ was not computed. The mean dopant spacing, $2.2$ nm, is comparable with the depletion width, so the smooth donor charge is an average over strongly varying local barriers. The edge of the depletion layer is also not sharp but blurred over the screening length of $0.60$ nm. The mobile electrons leave a tail there that thickens the barrier, which raises $\rho_c$, opposite to the three corrections above; solving Poisson's equation with a local Fermi--Dirac electron density gives a factor of about $1.75$, nearly as large as the image-force correction. The peak field, $2\times0.765\ \mathrm{V}/3.15\ \mathrm{nm}=4.9$ MV/cm, looks like a breakdown field, but at zero bias the whole drop of $0.765$ V is smaller than the gap. An electron crossing the layer cannot gain enough energy to create a pair, and the valence band edge at the interface, $0.70-1.12=-0.42$ eV, stays below the bulk conduction band edge at $-0.065$ eV, which closes the band-to-band path. With these parameters a reverse bias of about 0.36 V would align the two band edges, and a larger one would open that path gradually: the states below the bulk Fermi level are mostly filled, and that level passes the valence band edge at the interface only at 0.42 V. Pair creation needs more: electrons tunnelling from the Fermi level gain the gap energy only above about $1.12-0.065\approx1.05$ V. This is a lower bound: both final electrons need empty states above the silicon Fermi level, which at low temperature requires a bias equal to the gap, $1.12$ V, and momentum conservation raises the threshold further. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
Driven 6-orbital system (hbar = 1), orbital 0:
 population rate, finite difference: 0.727826
 sum of bond currents, full formula: 0.727826
 sum of bond currents, H term only: 0.867040
 Lowdin population rate: 0.711566
Stationary bond current 0<-1: -0.116570
 minus energy slope with bond phase: -0.116570
Branched network: transmission 0.689987
 largest site imbalance, full: 3.3e-16
 largest site imbalance, H term only: 0.1530
Contact inputs (rough typical values):
 barrier 0.70 eV, doping 1.0e+20 cm^-3
 relative permittivity 11.7, temperature 300 K
 valley masses 0.92 and 0.19 m0, gap 1.12 eV
 isotropic mass 0.3214 m0, metal depth 5.0 eV
 Fermi level above bulk band edge: 0.0652 eV
 depletion width: 3.146 nm
Neighbour overlap / self overlap: 0.2500
Fermi-level T, a = 0.100 nm: 4.1627e-03
 largest real-space flux error: 17.95 %
Fermi-level T, a = 0.050 nm: 4.1072e-03
 largest real-space flux error: 5.18 %
Fermi-level T, a = 0.025 nm: 4.0934e-03
 largest real-space flux error: 1.35 %
Fermi-level T, continuum: 4.0889e-03
Energy zero 5.0 eV above Fermi level, a = 0.1 nm:
 metal, bond centre -0.55 nm:
  H_ij -0.54766 eV nm, E S_ij -0.08333 eV nm
  current/T: full 1.00000, H only 1.17947
 barrier, bond centre 0.45 nm:
  H_ij -1.26034 eV nm, E S_ij -0.08333 eV nm
  current/T: full 1.00000, H only 1.07080
 bulk Si, bond centre 4.05 nm:
  H_ij -1.26971 eV nm, E S_ij -0.08333 eV nm
  current/T: full 1.00000, H only 1.07024
Contact resistivity, a = 0.1 nm: 1.390e-07 ohm cm^2
Contact resistivity, a = 0.025 nm: 1.416e-07 ohm cm^2
Contact resistivity, continuum: 1.417e-07 ohm cm^2
Mean longitudinal energy of conductance: 0.0160 eV
Share carried above the barrier top: 0.0000 %
Neglected effects (resistivities at a = 0.1 nm):
 image force: 6.185e-08 ohm cm^2, top 0.460 eV
 anisotropic valleys: 3.484e-08 ohm cm^2
 metal depth 10 eV: 1.615e-07 ohm cm^2
 at 400 K: 1.113e-07 ohm cm^2
 two-band tunnelling, WKB factor on T: 3.28
 screening length: 0.603 nm
 mean dopant spacing: 2.154 nm
 peak field: 4.87 MV/cm
 potential drop in silicon: 0.765 V
\end{verbatim}
